**A PBE pseudopotential for Be run with SCAN, and the core dependence of α and c**

The program builds norm-conserving Be pseudopotentials $V_{ion}$ by unscreening with PBE or SCAN, with and without a rigid core $(n_c,\tau_c)$, and compares the 2s level, the 2s² removal energy and the pressure $P=4\langle V\rangle/3\Omega$ in a cavity $V_0(r/R)^4$ of volume $\Omega$ with all-electron values. Here $\alpha=(\tau-\tau_W)/\tau_{unif}$ is SCAN's orbital indicator and $c=-0.012+1.023\sqrt g$ is the TB09 parameter, with $g$ the cell average of $|\nabla n|/n$ in bohr⁻¹. It asserts that its all-electron energies agree with pyscf integrals and grids, that matched potentials reproduce level and orbital, that the coreless mismatched level error exceeds three times the matched one, that the variational bounds hold, and that the Hellmann–Feynman pressure, the pressure-error formula and the xc scaling derivative agree with finite differences or direct runs. It also asserts the two-orbital identity for $\tau-\tau_W$, $\alpha=0$ without core, negative $\alpha$ with core density alone, the $\alpha=0$ limit of SCAN exchange, the Becke–Roussel potential of hydrogen, two quadratures of the change in $g$, the level derivatives with respect to $c$, and an asymmetric TB09 response against a symmetric LDA control. The output shows a mismatch error of $-0.00688$ eV/Å³ in $P$ relative to the matched SCAN run, larger than the all-electron PBE-to-SCAN change, while the coreless matched PBE run has the largest removal-energy error, $-301$ meV. On a model fcc lattice $c$ drops from 0.768 to 0.424 without the core, which shifts the atomic 2s–2p gap by $-0.62$ eV to first order.

## Verification by program

```python
# Result under test: a Be pseudopotential V_ion unscreened with functional G depends on G,
# and a missing core changes SCAN's alpha and TB09's c.  Atomic units inside, eV/angstrom out.
# n=2 sum phi^2, tau=sum phi'^2, sigma=n'^2, alpha=(tau-tauW)/tau_unif, a=1s core, phi=2s.
# xc operator: O phi=[e_n-div(2 e_sigma grad n)]phi - div(e_tau grad phi)/2.
# V_ion=eps+lap(phi)/(2phi)-vH[n_ps]-O phi/phi.  Cavity V0 (r/R)^4: P=-dE/dOmega=4<V>/(3 Omega).
# TB09: v=c vBR+(3c-2)k sqrt(2t/rho) (spin densities), c=-0.012+1.023 sqrt(g), g=cell mean |grad n|/n.
import numpy as np
from numpy.polynomial import Polynomial as Poly
from numpy.polynomial.legendre import leggauss
from scipy.constants import physical_constants as pc, e as qe
from scipy.integrate import cumulative_trapezoid
from scipy.optimize import brentq
from pyscf import gto, dft
from pyscf.dft import libxc

HA = pc['Hartree energy in eV'][0]; BOHR = pc['Bohr radius'][0]*1e10
PUNIT = HA/BOHR**3; GPA = qe*1e21
pi = np.pi; Z = 4.0; rc = 1.0/BOHR; Om = 8.0/BOHR**3; V0 = 1.0/HA
Rcav = (3*Om/(4*pi))**(1/3)
CODE = {'PBE': 'GGA_X_PBE,GGA_C_PBE', 'SCAN': 'MGGA_X_SCAN,MGGA_C_SCAN', 'SCANX': 'MGGA_X_SCAN,'}
xg = np.linspace(np.log(1e-6), np.log(40.0), 2000); dx = xg[1]-xg[0]
r = np.exp(xg); w = 4*pi*r**3*dx
ex = 0.01*1.7**np.arange(30); nb = len(ex); Nn = (2*ex/pi)**0.75
p = ex[:, None]+ex[None, :]; NN = np.outer(Nn, Nn)
S = NN*(pi/p)**1.5; Traw = 3*np.outer(ex, ex)/p*S
pf = p.ravel(); u = NN.ravel()/pf
ERI = 2*pi**2.5*np.outer(u, u)/np.sqrt(pf[:, None]+pf[None, :])
sv, sV = np.linalg.eigh(S); X = sV/np.sqrt(sv)
tk, W = np.linalg.eigh(X.T@Traw@X); U = X@W; T = np.diag(tk)
pre = 1/(1+np.abs(tk)[:, None]+np.abs(tk)[None, :])

def gauss(x):
    a = ex[:, None]; g = Nn[:, None]*np.exp(-a*x**2)
    return g, -2*a*x*g, (4*a*a*x*x-2*a)*g, (12*a*a*x-8*a**3*x**3)*g
chi, chi1 = [U.T@g for g in gauss(r)[:2]]
def orb(c):
    raw = U@c
    return lambda x: [raw@g for g in gauss(x)]
def mat(v): return (chi*(w*v))@chi.T
def coul(D): return U.T@(ERI@(U@D@U.T).ravel()).reshape(nb, nb)@U
def cum(f):
    d = np.gradient(f, dx)
    return cumulative_trapezoid(f, dx=dx, initial=0)-dx*dx/12*(d-d[0])
def hartree(n):
    o = cum(4*pi*r**2*n)
    return cum(4*pi*r**3*n)/r+o[-1]-o
def xc_eval(xc, n, n1, tau, m=None):
    m = n > 1e-12 if m is None else m
    rho = np.zeros((6, m.sum())); rho[0] = n[m]; rho[3] = n1[m]; rho[5] = tau[m]
    mg = xc != 'PBE'
    exc, v = libxc.eval_xc(CODE[xc], np.ascontiguousarray(rho if mg else rho[:4]), spin=0, deriv=1)[:2]
    out = np.zeros((4, len(n))); out[0, m] = exc*n[m]; out[1, m] = v[0]; out[2, m] = v[1]
    if mg: out[3, m] = v[3]
    return out
def fields(fs, x):
    o = [f(x) for f in fs if f is not None]
    return sum(2*q[0]**2 for q in o), sum(4*q[0]*q[1] for q in o), sum(q[1]**2 for q in o)
def strong(xc, val, core):
    h = 1e-4*r; f0 = fields([val, core], r); m = f0[0] > 1e-12; fl = []
    for x in (r+h, r-h):
        f = fields([val, core], x); o = xc_eval(xc, *f, m)
        fl.append((2*x*x*o[2]*f[1], x*x*o[3]*val(x)[1]))
    vm = xc_eval(xc, *f0, m)[1]-(fl[0][0]-fl[1][0])/(2*h*r*r)
    return vm, vm*val(r)[0]-0.5*(fl[0][1]-fl[1][1])/(2*h*r*r)
def scf(xc, H, C, core=None):
    k = C.shape[1]; Fs = []; es = []
    for it in range(120):
        ph = C.T@chi; ph1 = C.T@chi1
        n = 2*(ph**2).sum(0); n1 = 4*(ph*ph1).sum(0); tau = (ph1**2).sum(0)
        if core is not None: n = n+core[0]; n1 = n1+core[1]; tau = tau+core[2]
        e, vr, vs, vt = xc_eval(xc, n, n1, tau)
        D = 2*C@C.T; J = coul(D); A = (chi1*(w*2*vs*n1))@chi.T
        F = H+J+mat(vr)+A+A.T+0.5*(chi1*(w*vt))@chi1.T
        E = np.sum(D*H)+0.5*np.sum(D*J)+w@e
        err = (F@D-D@F)*pre
        if np.abs(err).max() < 1e-6:
            ev, Cn = np.linalg.eigh(F); Cn = Cn[:, :k]
            return dict(E=E, eps=ev[k-1], C=Cn, D=2*Cn@Cn.T)
        Fs = (Fs+[F])[-6:]; es = (es+[err.ravel()])[-6:]; m = len(Fs)
        B = np.array(es)@np.array(es).T; B /= B.max()
        M = np.ones((m+1, m+1)); M[:m, :m] = B; M[m, m] = 0
        cf = np.linalg.lstsq(M, np.r_[np.zeros(m), 1.0], rcond=None)[0][:m]
        C = np.linalg.eigh(sum(c*f for c, f in zip(cf, Fs)))[1][:, :k]
    raise AssertionError('SCF not converged')

print(f"inputs: Z={Z:.0f}, r_c={rc*BOHR:.2f} A, Omega={Om*BOHR**3:.2f} A^3, R={Rcav*BOHR:.4f} A, V0={V0*HA:.2f} eV")
print(f"units: 1 Ha={HA:.5f} eV, 1 bohr={BOHR:.6f} A, 1 eV/A^3={GPA:.3f} GPa")
M4 = V0*mat(r**4); Hae = T+mat(-Z/r)
def press(res, R): return 4*np.sum(res['D']*M4)/R**4/(4*pi*R**3)
mol = gto.M(atom='Be 0 0 0', basis={'Be': [[0, [a, 1.0]] for a in ex]}, verbose=0)
idx = [int(np.argmin(abs(ex-mol.bas_exp(i)[0]))) for i in range(mol.nbas)]
gr = dft.gen_grid.Grids(mol); gr.atom_grid = (400, 14); gr.prune = None; gr.build()
h1 = mol.intor('int1e_kin')+mol.intor('int1e_nuc'); eri = mol.intor('int2e').reshape(nb*nb, nb*nb)
C = np.linalg.eigh(T+mat(-(1.5+2.5*np.exp(-1.5*r))/r))[1][:, :2]
ae = {}; tab = {}; PS = {}
for xc in ('PBE', 'SCAN'):
    res = scf(xc, Hae, C); C = res['C']; ae[xc] = res
    dm = (U@res['D']@U.T)[np.ix_(idx, idx)]
    Ep = np.sum(dm*h1)+0.5*dm.ravel()@eri@dm.ravel()+dft.numint.NumInt().nr_rks(mol, gr, CODE[xc], dm)[1]
    assert abs(Ep-res['E']) < 1e-4
    print(f"AE {xc}: E={res['E']*HA:.4f} eV (pyscf integrals and grid {Ep*HA:.4f} eV)")
    tab['AE '+xc] = (res['eps'], scf(xc, Hae, C[:, :1])['E']-res['E'], press(scf(xc, Hae+M4/Rcav**4, C), Rcav))
    core = orb(C[:, 0]); sg = np.sign(orb(C[:, 1])(np.array([rc]))[0][0]); val = orb(sg*C[:, 1])
    f0, f1, f2, f3 = [q[0] for q in val(np.array([rc]))]
    L = [np.log(f0), f1/f0, f2/f0-(f1/f0)**2, f3/f0-3*f1*f2/f0**2+2*(f1/f0)**3]
    mono = [Poly([0]*(2*k)+[1]) for k in range(4)]
    co = np.linalg.solve([[(q.deriv(j) if j else q)(rc) for q in mono] for j in range(4)], L)
    P0 = Poly([co[0], 0, co[1], 0, co[2], 0, co[3]]); Q4 = Poly([1, 0, -1/rc**2])**4
    gx, gw = leggauss(200); tt = (gx+1)/2; rq = rc*tt**2; wq = 4*pi*rq**2*rc*tt*gw
    norm = wq@val(rq)[0]**2
    s = brentq(lambda s: wq@np.exp(2*(P0+s*Q4)(rq))-norm, -60, 20, xtol=1e-14); P = P0+s*Q4
    def ps(x, P=P, val=val):
        y = np.minimum(x, rc); f = np.exp(P(y)); d1 = P.deriv()(y); o = val(x); i = x < rc
        return [np.where(i, f, o[0]), np.where(i, d1*f, o[1]), np.where(i, (P.deriv(2)(y)+d1**2)*f, o[2])]
    ph, ph1, ph2 = ps(r); ins = r < rc; mid = (~ins) & (r < 6.0)
    actAE = strong(xc, val, core)[1]; vHp = hartree(2*ph**2); cf = fields([core], r)
    for tag, cr in (('', None), ('+core', core)):
        act = strong(xc, ps, cr)[1]; V = -Z/r+hartree(cf[0])
        V[mid] += ((actAE-act)[mid]/ph[mid])
        V[ins] = res['eps']+(0.5*(ph2+2*ph1/r)[ins]-act[ins])/ph[ins]-vHp[ins]
        c0 = chi@(w*ph)
        PS[xc+tag] = dict(V=V, H=T+mat(V), core=None if cr is None else cf, C=(c0/np.linalg.norm(c0))[:, None], ph=ph)
    ae[xc].update(core=core, val=val, ps=ps)
    print(f"pseudo {xc}: 2s charge inside r_c={2*norm:.5f} e, shape parameter s={s:.4f}")
core, val, ps = ae['PBE']['core'], ae['PBE']['val'], ae['PBE']['ps']
nA, nA1, tA = fields([core, val], r); vH = hartree(nA)
assert abs(0.5*w@(nA*vH)/(0.5*np.sum(ae['PBE']['D']*coul(ae['PBE']['D'])))-1) < 1e-6
j = np.searchsorted(r, 1.1/BOHR)
xt = [(strong(x, val, core)[1][j]-strong(x, ps, None)[1][j])/ps(r)[0][j]*HA for x in ('PBE', 'SCAN')]
print(f"core-valence xc term of V_ion, PBE orbitals, r={r[j]*BOHR:.3f} A: PBE {xt[0]:.4f}, SCAN {xt[1]:.4f} eV")
free = {}
for G, F in [('PBE', 'PBE'), ('PBE', 'SCAN'), ('SCAN', 'SCAN'), ('PBE+core', 'PBE'), ('PBE+core', 'SCAN'), ('SCAN+core', 'SCAN')]:
    q = PS[G]; res = scf(F, q['H'], q['C'], q['core']); free[G, F] = res
    Eion = 0.0 if q['core'] is None else w@xc_eval(F, *q['core'])[0]
    tab[G+'->'+F] = (res['eps'], Eion-res['E'], press(scf(F, q['H']+M4/Rcav**4, res['C'], q['core']), Rcav))
    if G.startswith(F):
        assert abs(res['eps']-ae[F]['eps']) < 3e-4
        assert abs(w@(q['ph']*(res['C'][:, 0]@chi))) > 1-1e-5
print("run: eps_2s eV | 2s^2 removal eV | P eV/A^3 | minus AE(run functional): meV, meV, GPa")
for k, v in tab.items():
    ref = tab['AE SCAN' if k.endswith('SCAN') else 'AE PBE']
    print(f"{k:16s}{v[0]*HA:8.4f} |{v[1]*HA:8.4f} |{v[2]*PUNIT:8.5f} |{(v[0]-ref[0])*HA*1e3:7.1f},"
          f"{(v[1]-ref[1])*HA*1e3:7.1f},{(v[2]-ref[2])*PUNIT*GPA:7.3f}")
print(f"AE SCAN cavity pressure = {tab['AE SCAN'][2]*PUNIT*GPA:.2f} GPa, AE PBE = {tab['AE PBE'][2]*PUNIT*GPA:.2f} GPa")
eS = ae['SCAN']['eps']
assert abs(tab['PBE->SCAN'][0]-eS) > 3*abs(tab['SCAN->SCAN'][0]-eS)
dV = PS['PBE']['H']-PS['SCAN']['H']; mis, mat_ = free['PBE', 'SCAN'], free['SCAN', 'SCAN']
lo, up, dE = np.sum(mis['D']*dV), np.sum(mat_['D']*dV), mis['E']-mat_['E']
assert lo-1e-8 <= dE <= up+1e-8
print(f"bounds on E(mismatched)-E(matched): {lo*HA:.5f} <= {dE*HA:.5f} <= {up*HA:.5f} eV")
dR = 0.01; side = []
for R in (Rcav+dR, Rcav-dR):
    a_ = scf('SCAN', PS['PBE']['H']+M4/R**4, mis['C']); b_ = scf('SCAN', PS['SCAN']['H']+M4/R**4, mat_['C'])
    side.append((a_['E'], 0.5*np.sum((a_['D']+b_['D'])*dV)))
den = 2*dR*4*pi*Rcav**2
Pfd = -(side[0][0]-side[1][0])/den; dPp = -(side[0][1]-side[1][1])/den
Pm = tab['PBE->SCAN'][2]; dP = Pm-tab['SCAN->SCAN'][2]
assert abs(Pfd/Pm-1) < 1e-3
assert abs(dPp-dP) < 0.05*abs(dP)+1e-4*Pm
print(f"mismatched P: Hellmann-Feynman {Pm*PUNIT:.5f}, finite difference {Pfd*PUNIT:.5f} eV/A^3")
print(f"P(mismatched)-P(matched): direct {dP*PUNIT:.5f}, from dV {dPp*PUNIT:.5f} eV/A^3")
ph, ph1, ph2 = ps(r)
for tag, cr in (('no core', None), ('rigid core', core)):
    def Exc(l):
        sc = lambda x: [l**1.5*ps(l*x)[0], l**2.5*ps(l*x)[1]]
        return w@xc_eval('SCAN', *fields([sc, cr], r))[0]
    fd = (Exc(1.001)-Exc(0.999))/0.002; an = 4*w@(strong('SCAN', ps, cr)[1]*(1.5*ph+r*ph1))
    assert abs(an/fd-1) < 2e-3
    print(f"SCAN dExc/dlambda, {tag}: formula {an*HA:.4f}, finite difference {fd*HA:.4f} eV")

def alpha(n, n1, t): return (t-n1**2/(8*n))/(0.3*(3*pi*pi)**(2/3)*n**(5/3))
z = (r > 1e-3) & (r < 4.0); rz = r[z]*BOHR
a0, a1, a2, _ = core(r); b0, b1, b2, _ = val(r)
assert np.allclose((tA-nA1**2/(8*nA))[z], ((a0*b1-b0*a1)**2/(a0**2+b0**2))[z], rtol=1e-6, atol=1e-9)
nP, nP1, tP = fields([ps], r); nC, nC1, tC = fields([ps, core], r)
alA, alP, alN, alC = [alpha(*[q[z] for q in f]) for f in ((nA, nA1, tA), (nP, nP1, tP), (nC, nC1, tP), (nC, nC1, tC))]
assert alA.max() > 1 and abs(alP).max() < 1e-9 and alN.min() < -0.5 and alC.min() > -1e-9 and alC.max() > 1
print(f"alpha AE: max {alA.max():.3f} at {rz[alA.argmax()]:.3f} A; at r_c {np.interp(rc*BOHR, rz, alA):.4f}")
print(f"2s charge where alpha_AE>1: {(w[z]*2*b0[z]**2)[alA > 1].sum():.3f} e")
print(f"alpha valence only: max |alpha| {abs(alP).max():.1e}")
print(f"alpha n_c without tau_c: min {alN.min():.3f} at {rz[alN.argmin()]:.3f} A")
print(f"alpha n_c and tau_c: max {alC.max():.3f} at {rz[alC.argmax()]:.3f} A")
m = nP > 1e-12; sr = abs(nP1[m])/(2*(3*pi*pi)**(1/3)*nP[m]**(4/3))
Ex0 = w[m]@(-0.75*(3/pi)**(1/3)*nP[m]**(4/3)*1.174*(1-np.exp(-4.9479/np.sqrt(sr))))
Exl = w@xc_eval('SCANX', nP, nP1, tP)[0]
assert abs(Ex0/Exl-1) < 1e-5
print(f"valence-only SCAN exchange: libxc {Exl*HA:.4f}, alpha=0 limit {Ex0*HA:.4f} eV")

al = (4*Om)**(1/3); A = al/2*np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0.]])
cube = lambda v: np.array(np.meshgrid(v, v, v)).reshape(3, -1).T
Lv = cube(np.arange(-5, 6))@A; Ln = np.linalg.norm(Lv, axis=1); near = Lv[Ln < 1.1*al]; Lv = Lv[Ln < 14]
pts = cube((np.arange(32)+0.5)/32-0.5)@A
pts -= near[((pts[:, None, :]-near[None])**2).sum(2).argmin(1)]; nu = len(pts)
Rm = al/np.sqrt(8); gx, gw = leggauss(60); rs = Rm*(gx+1)/2; ws = gw*Rm/2*rs**2
ct, cw = leggauss(12); fi = (np.arange(24)+0.5)*2*pi/24; st = np.sqrt(1-ct**2)
dirs = np.stack([np.outer(st, np.cos(fi)), np.outer(st, np.sin(fi)), np.outer(ct, fi*0+1)], -1).reshape(-1, 3)
wsph = np.outer(ws, np.repeat(cw, 24)*2*pi/24).ravel()
pts = np.vstack([pts, (rs[:, None, None]*dirs[None]).reshape(-1, 3)])
tb = np.array([nA, nP, nC, nA1, nP1, nC1]); dn = np.zeros((3, len(pts))); gd = np.zeros((3, len(pts), 3))
for Lq in Lv:
    d = pts-Lq; rr = np.sqrt((d*d).sum(1)); y = (np.log(rr)-xg[0])/dx; i = y.astype(int); f = y-i
    v = tb[:, i]*(1-f)+tb[:, i+1]*f; dn += v[:3]; gd += v[3:, :, None]*(d/rr[:, None])[None]
ig = np.sqrt((gd**2).sum(2))/dn; g = ig[:, :nu].mean(1); c = -0.012+1.023*np.sqrt(g)
dsph = wsph@(ig[0, nu:]-ig[1, nu:]); duni = (g[0]-g[1])*Om
assert abs(dsph/duni-1) < 0.03
assert c[0]-c[1] > 0.02 and abs(c[2]-c[0]) < 0.5*abs(c[1]-c[0])
print(f"model fcc a={al*BOHR:.4f} A, touching-sphere radius {Rm*BOHR:.4f} A")
print(f"Omega*(g_AE-g_val): cell grid {duni*BOHR**2:.3f}, sphere quadrature {dsph*BOHR**2:.3f} A^2")
for nm, gg, cc in zip(('AE', 'valence only', 'valence+core'), g, c):
    print(f"{nm}: g={gg/BOHR:.4f} 1/A, sqrt(g*bohr)={np.sqrt(gg):.4f}, c={cc:.4f}, 3c-2={3*cc-2:.4f}")

kk = np.sqrt(5/12)/pi
def vbr(rho, d1, lap, t):
    Q = (lap-1.6*(2*t-d1**2/(4*rho)))/6; zz = Q/(2/3*pi**(2/3)*rho**(5/3))
    lo_ = np.full_like(rho, -30.0); hi = np.full_like(rho, np.log(200.0))
    for _ in range(80):
        md = (lo_+hi)/2; x = np.exp(md); big = (x-2)*np.exp(2*x/3)/x > zz
        hi = np.where(big, md, hi); lo_ = np.where(big, lo_, md)
    x = np.exp((lo_+hi)/2)
    return (np.expm1(-x)+0.5*x*np.exp(-x))/(x**3*np.exp(-x)/(8*pi*rho))**(1/3)
def model(mu, l):
    y = l*r; e1 = (1-mu)*np.exp(-2*y)/pi; e2 = mu*(0.8/pi)**1.5*np.exp(-0.8*y*y)
    d1 = l**4*(-2*e1-1.6*y*e2)
    return l**3*(e1+e2), d1, l**5*(4*e1+(2.56*y*y-1.6)*e2)+2*d1/r
nh, dh, lh = model(0.0, 1.0)
assert np.abs(vbr(nh, dh, lh, dh**2/(8*nh))+hartree(nh)).max() < 1e-6
def vtb(mu, l):
    n, d, lp = model(mu, l)
    return c[0]*vbr(n, d, lp, d*d/(8*n))+(3*c[0]-2)*kk*abs(d)/(2*n)
vlda = lambda mu, l: -(6*model(mu, l)[0]/pi)**(1/3)
def asym(vf, mu, h=1e-4):
    dm_ = lambda f: (f(mu+h, 1.0)-f(mu-h, 1.0))/(2*h); dl = lambda f: (f(mu, 1+h)-f(mu, 1-h))/(2*h)
    nf = lambda a, b: model(a, b)[0]
    return w@(dm_(nf)*dl(vf)), w@(dl(nf)*dm_(vf))
mx = 0
for mu in (0.25, 0.5, 0.75):
    x1, x2 = asym(vtb, mu); y1, y2 = asym(vlda, mu); mx = max(mx, abs(x1-x2))
    assert abs(y1-y2) < 1e-6
    print(f"response pair mu={mu}: TB09(c_AE) {x1*HA:.4f} vs {x2*HA:.4f}; LDA x {y1*HA:.4f} vs {y2*HA:.4f} eV")
assert mx > 1e-4
zt = r < 14.0
def tbparts(os_):
    rho = sum(o[0]**2 for o in os_)[zt]; d1 = sum(2*o[0]*o[1] for o in os_)[zt]
    lap = sum(2*o[1]**2+2*o[0]*o[2] for o in os_)[zt]+2*d1/r[zt]; t = sum(0.5*o[1]**2 for o in os_)[zt]
    return vbr(rho, d1, lap, t), kk*np.sqrt(2*t/rho)
bA, sA = tbparts([core(r), val(r)]); bP, sP = tbparts([ps(r)])
print(f"TB09 at r={r[j]*BOHR:.3f} A, c_AE: AE inputs {(c[0]*bA[j]+(3*c[0]-2)*sA[j])*HA:.4f}, "
      f"valence inputs {(c[0]*bP[j]+(3*c[0]-2)*sP[j])*HA:.4f} eV")
wc = np.empty_like(r); wc[zt] = bA+3*sA; wc[~zt] = wc[zt][-1]
vloc = -Z/r+vH+np.where(r < 20, strong('PBE', val, core)[0], 0.0)
ap = ex[ex < 300][:, None]; Rp = r*np.exp(-ap*r*r); Rp1 = (1-2*ap*r*r)*np.exp(-ap*r*r)
nm_ = 1/np.sqrt((Rp**2)@w)[:, None]; Rp, Rp1 = Rp*nm_, Rp1*nm_
sp, vp = np.linalg.eigh((Rp*w)@Rp.T); kp = sp > 1e-10; Xp = vp[:, kp]/np.sqrt(sp[kp])
Rp, Rp1 = Xp.T@Rp, Xp.T@Rp1; Tp = 0.5*(Rp1*w)@Rp1.T+(Rp*(w/r**2))@Rp.T
def levels(v):
    es, cs = np.linalg.eigh(T+mat(v)); ep, cp = np.linalg.eigh(Tp+(Rp*(w*v))@Rp.T)
    return np.array([es[1], ep[0]]), cs[:, 1]@chi, cp[:, 0]@Rp
lv, f2s, f2p = levels(vloc)
assert abs(lv[0]-ae['PBE']['eps']) < 1e-4
ds = np.array([w@(wc*f2s**2), w@(wc*f2p**2)])
dfd = (levels(vloc+0.005*wc)[0]-levels(vloc-0.005*wc)[0])/0.01
assert np.allclose(ds, dfd, rtol=1e-3, atol=1e-5)
print(f"AE PBE levels: 2s {lv[0]*HA:.4f}, 2p {lv[1]*HA:.4f}, gap {(lv[1]-lv[0])*HA:.4f} eV")
print(f"d eps/dc: 2s {ds[0]*HA:.4f}, 2p {ds[1]*HA:.4f}, gap {(ds[1]-ds[0])*HA:.4f} eV (finite diff. gap {(dfd[1]-dfd[0])*HA:.4f})")
for nm, cc in (('valence only', c[1]), ('valence+core', c[2])):
    print(f"{nm}: c-c_AE={cc-c[0]:.4f}, first-order gap shift {(ds[1]-ds[0])*(cc-c[0])*HA:.4f} eV")
print("checks complete")
```

Running it gives:

```
inputs: Z=4, r_c=1.00 A, Omega=8.00 A^3, R=1.2407 A, V0=1.00 eV
units: 1 Ha=27.21139 eV, 1 bohr=0.529177 A, 1 eV/A^3=160.218 GPa
AE PBE: E=-398.1010 eV (pyscf integrals and grid -398.1010 eV)
pseudo PBE: 2s charge inside r_c=0.57909 e, shape parameter s=-0.4249
AE SCAN: E=-398.6505 eV (pyscf integrals and grid -398.6505 eV)
pseudo SCAN: 2s charge inside r_c=0.56844 e, shape parameter s=-0.4696
core-valence xc term of V_ion, PBE orbitals, r=1.107 A: PBE 0.0136, SCAN -0.0009 eV
run: eps_2s eV | 2s^2 removal eV | P eV/A^3 | minus AE(run functional): meV, meV, GPa
AE PBE           -5.6088 | 27.4936 | 0.50225 |    0.0,    0.0,  0.000
AE SCAN          -5.7510 | 27.0096 | 0.50659 |    0.0,    0.0,  0.000
PBE->PBE         -5.6107 | 27.1926 | 0.49766 |   -1.9, -301.0, -0.736
PBE->SCAN        -5.7713 | 27.1763 | 0.49676 |  -20.3,  166.6, -1.574
SCAN->SCAN       -5.7519 | 27.0335 | 0.50364 |   -0.9,   23.9, -0.472
PBE+core->PBE    -5.6107 | 27.4819 | 0.49977 |   -1.9,  -11.7, -0.397
PBE+core->SCAN   -5.7646 | 27.1184 | 0.50016 |  -13.5,  108.8, -1.030
SCAN+core->SCAN  -5.7507 | 27.0196 | 0.50437 |    0.3,   10.0, -0.355
AE SCAN cavity pressure = 81.16 GPa, AE PBE = 80.47 GPa
bounds on E(mismatched)-E(matched): -0.15053 <= -0.14273 <= -0.13525 eV
mismatched P: Hellmann-Feynman 0.49676, finite difference 0.49678 eV/A^3
P(mismatched)-P(matched): direct -0.00688, from dV -0.00688 eV/A^3
SCAN dExc/dlambda, no core: formula -9.7413, finite difference -9.7413 eV
SCAN dExc/dlambda, rigid core: formula -11.2652, finite difference -11.2825 eV
alpha AE: max 6.725 at 0.540 A; at r_c 0.0827
2s charge where alpha_AE>1: 0.224 e
alpha valence only: max |alpha| 2.2e-15
alpha n_c without tau_c: min -6.066 at 0.441 A
alpha n_c and tau_c: max 5.115 at 0.564 A
valence-only SCAN exchange: libxc -9.4983, alpha=0 limit -9.4983 eV
model fcc a=3.1748 A, touching-sphere radius 1.1225 A
Omega*(g_AE-g_val): cell grid 6.042, sphere quadrature 6.038 A^2
AE: g=1.0982 1/A, sqrt(g*bohr)=0.7623, c=0.7679, 3c-2=0.3036
valence only: g=0.3430 1/A, sqrt(g*bohr)=0.4260, c=0.4238, 3c-2=-0.7285
valence+core: g=1.1176 1/A, sqrt(g*bohr)=0.7690, c=0.7747, 3c-2=0.3241
response pair mu=0.25: TB09(c_AE) -0.7596 vs 0.2942; LDA x -0.5179 vs -0.5179 eV
response pair mu=0.5: TB09(c_AE) -0.8726 vs 0.1946; LDA x -0.5843 vs -0.5843 eV
response pair mu=0.75: TB09(c_AE) -0.9678 vs 0.0018; LDA x -0.6766 vs -0.6766 eV
TB09 at r=1.107 A, c_AE: AE inputs -6.6762, valence inputs -6.6452 eV
AE PBE levels: 2s -5.6088, 2p -2.0194, gap 3.5894 eV
d eps/dc: 2s 2.1700, 2p 3.9752, gap 1.8052 eV (finite diff. gap 1.8052)
valence only: c-c_AE=-0.3440, first-order gap shift -0.6210 eV
valence+core: c-c_AE=0.0069, first-order gap shift 0.0124 eV
checks complete
```
